# Closest approach of 500 eV argon to a stationary copper atom

## Problem

An argon atom with a kinetic energy of 500 eV moves head-on towards a copper atom that is at rest. Find the smallest distance between the two nuclei, using the Ziegler-Biersack-Littmark (ZBL) universal potential.

In atomic units the potential is

$$V(r)=\frac{Z_1Z_2}{r}\,\varphi\!\left(\frac ra\right),\qquad a=\frac{0.8854}{Z_1^{0.23}+Z_2^{0.23}},\qquad \varphi(x)=\sum_{i=1}^4 c_i e^{-b_ix},$$

with $c=(0.1818,\,0.5099,\,0.2802,\,0.02817)$ and $b=(3.2,\,0.9423,\,0.4029,\,0.2016)$. These coefficients are a published fit and are taken as given. Index 1 is argon ($Z_1=18$, $M_1=39.948$ u) and index 2 is copper ($Z_2=29$, $M_2=63.546$ u). Numbers are in eV and Å, for which $Z_1Z_2$ is multiplied by 14.39965 eV Å.

## A tempting solution

The argon atom climbs the repulsive potential until its kinetic energy is used up. At that point all of $E_0=500$ eV has become potential energy, so

$$V(r)=E_0 .$$

Solving this numerically gives $r=0.631$ Å.

## Where it fails

The equation assumes that nothing moves at closest approach. Then the total momentum would be zero, yet it was $M_1v_0$ at the start, where $v_0$ is the initial argon speed. The forces between the atoms are equal and opposite, so they cannot change the total momentum. The copper atom must already be moving when the distance is smallest, and its motion, with that of the argon, takes up part of the 500 eV.

In the problem, "at rest" therefore describes the copper atom only before the collision. The equation $V=E_0$ belongs to a copper atom that is clamped in place.

Does the crystal clamp it? Represent the lattice by a spring with constant $k=\tfrac35M_2\omega_D^2$, where $\tfrac35\omega_D^2$ is the mean square frequency of a Debye spectrum. A rough Debye temperature of 340 K gives $k=7.83$ eV/Å². In the free collision treated below, the copper atom has moved 0.1245 Å by closest approach. The spring would then store $\tfrac12(7.83)(0.1245)^2\approx0.06$ eV, which is negligible beside hundreds of eV. The atom may be treated as free during the approach.

## Correct solution

**The energy available.** Let $x_1,x_2$ be the positions along the line of impact, $r=x_2-x_1$ and $w=\dot r=v_2-v_1$. With $M=M_1+M_2$ and the centre-of-mass velocity $U=(M_1v_1+M_2v_2)/M$, the two velocities are

$$v_1=U-\frac{M_2}{M}w,\qquad v_2=U+\frac{M_1}{M}w .$$

In the kinetic energy the terms in $Uw$ have coefficients $-M_1M_2/M$ and $+M_1M_2/M$, and cancel. The terms in $w^2$ add to

$$\frac{w^2}{2}\,\frac{M_1M_2^2+M_2M_1^2}{M^2}=\frac12\mu w^2,\qquad \mu=\frac{M_1M_2}{M}.$$

The kinetic energy is therefore $\tfrac12MU^2+\tfrac12\mu w^2$. The first term is constant because $U$ is.

For the second, the force on copper is $F=-V'(r)>0$ and that on argon is $-F$. Hence $\dot w=F/M_2+F/M_1=F/\mu$. Multiplying $\mu\dot w=-V'(r)$ by $w=\dot r$ gives

$$\frac{d}{dt}\left[\tfrac12\mu w^2+V(r)\right]=0 .$$

At the start $V\approx0$ and $w=-v_0$, so the bracket equals

$$E_c=\tfrac12\mu v_0^2=\frac{M_2}{M_1+M_2}E_0=\frac{63.546}{103.494}\times500\ \text{eV}=307.0\ \text{eV}.$$

The distance stops shrinking when $w=0$. The correct condition is therefore

$$V(r_0)=E_c .$$

The other 193.0 eV remains kinetic, with both atoms moving at $U$. When $M_2\gg M_1$, $E_c\to E_0$ and the tempting equation becomes right. For equal masses, half of $E_0$ is available.

**Dimensionless form.** Put $x=r/a$ in $V=E_c$ and multiply by $ax/(Z_1Z_2)$:

$$\varphi(x)=\varepsilon x,\qquad \varepsilon=\frac{aE_c}{Z_1Z_2}.$$

The left side falls from about 1 towards 0, while the right side rises from 0, so there is one root. With the Bohr radius 0.529177 Å,

$$a=\frac{0.8854\times0.529177}{1.94407+2.16946}=0.113901\ \text{Å},$$

$$\varepsilon=\frac{0.113901\times307.0033}{18\times29\times14.39965}=0.00465207 .$$

**A safe Newton iteration.** Take logarithms and define

$$G(x)=\ln\varphi(x)-\ln(\varepsilon x),\qquad |G'|=\frac{|\varphi'|}{\varphi}+\frac1x .$$

$G$ decreases, and its second derivative is

$$G''=\frac{\varphi\varphi''-\varphi'^2}{\varphi^2}+\frac1{x^2}.$$

Since all $c_i>0$, the Cauchy-Schwarz inequality gives

$$\varphi'^2=\Big(\sum c_ib_ie^{-b_ix}\Big)^2\le\Big(\sum c_ie^{-b_ix}\Big)\Big(\sum c_ib_i^2e^{-b_ix}\Big)=\varphi\varphi'' .$$

So $G''>0$, and every tangent lies on or below the curve. Newton's step $x_{\rm new}=x+G/|G'|$ goes to the zero of the tangent, where $G\ge0$. That point cannot lie beyond the root. Started on the left, the iterates rise without overshoot. Being bounded, they have a limit, and there the step vanishes, so $G=0$.

At $x=1$, $G=\ln(0.41644/0.00465207)=4.494$ and $|G'|=1.699$. The first step is $4.494/1.699=2.645$.

| $n$ | $x$ | $\varphi$ | $G$ | $\lvert G'\rvert$ |
|---|---|---|---|---|
| 0 | 1.0000 | 0.41644 | 4.494 | 1.6989 |
| 1 | 3.6454 | 0.09445 | 1.717 | 0.7423 |
| 2 | 5.9588 | 0.03573 | 0.2538 | 0.5510 |
| 3 | 6.4194 | 0.03002 | 0.0053 | 0.5285 |
| 4 | 6.4295 | 0.02991 | 0.000002 | 0.5281 |

The root is $x_0=6.42946$, and

$$r_0=ax_0=0.113901\times6.42946\ \text{Å}=0.7323\ \text{Å}=0.0732\ \text{nm}.$$

Substituting back, the four terms of $\varphi$ are $2\times10^{-10}$, 0.00119, 0.02101 and 0.00771, with sum 0.0299. Then $V(r_0)=522\times14.39965\times0.02991/0.7323\approx307$ eV, as required. The clamped answer, 0.631 Å, is 14% too small relative to this value.

**Check by the motion itself.** The equations $M_1\ddot x_1=V'(r)$ and $M_2\ddot x_2=-V'(r)$ were integrated from a separation of 12 Å, without using the turning-point condition. The least separation was 0.732319 Å, equal to the root to all six decimals. Starting at 6 Å changed it by $-6\times10^{-7}$ Å. The sign is as expected: the small potential energy already present at 6 Å adds to the full initial kinetic energy.

At closest approach the integrated kinetic energy was 193.0 eV. After the collision $w=+v_0$ and $U=M_1v_0/M$, so $v_2=2M_1v_0/M$ and the copper energy should be

$$\frac{4M_1M_2}{M^2}E_0=474.0\ \text{eV},$$

which the integration also gave.

## How the distance responds

Differentiating $\ln V=\ln(Z_1Z_2)-\ln r+\ln\varphi(r/a)$ gives

$$\frac{d\ln V}{d\ln r}=-s,\qquad s=1+\frac{x|\varphi'|}{\varphi}=x|G'| .$$

At the root $s=6.4295\times0.5281=3.395$. Because $V(r_0)=E_c\propto E_0$, it follows that $d\ln r_0/d\ln E_0=-1/s=-0.295$. A 1% rise in ion energy shortens $r_0$ by only about 0.3%.

The same factor reduces errors in the potential. Raising $V$ by 10% everywhere moves $r_0$ to 0.753 Å, a change of 2.8%.

In the bare Coulomb limit $\varphi=1$, so $s=1$ and $r_0=Z_1Z_2/E_c$. For this collision that would be 24.5 Å, about 33 times the screened result. The electrons cannot be left out at this energy.

If the collision is not head-on but has impact parameter $p$, the angular momentum is $\mu v_0p$. Its centrifugal energy is $(\mu v_0p)^2/(2\mu r^2)=E_cp^2/r^2$, and the turning point obeys

$$V(r)=E_c\left(1-\frac{p^2}{r^2}\right)<E_c .$$

Since $V$ decreases with $r$, the distance is larger. The head-on value is the smallest for this pair and energy.

## Meaning for copper sputtering

An energy of several hundred eV is typical of argon ions striking a copper target in sputter deposition. The real target is a warm solid with electrons that can be excited, and the universal potential is itself an approximation. The estimates below keep $E_0=500$ eV.

- **Potential.** The Molière form has $c=(0.35,0.55,0.10)$, $b=(0.3,1.2,6.0)$ and the Firsov length $a_F=0.8854/(Z_1^{1/2}+Z_2^{1/2})^{2/3}$, here 0.1035 Å. It gives 0.813 Å, 11% above the ZBL value. At $r=0.7323$ Å its screening function is 0.0420 against 0.0299, so its potential energy is about 41% higher there. The Kr-C potential, with the same length, gives 0.746 Å, or 1.9% more. Molière is often used with a shortened screening length; multiplying $a_F$ by 0.9 or 0.8 gives 0.755 or 0.694 Å. This spread neither shows which potential is right nor bounds the real value.
- **Surrounding atoms.** The integration was repeated above an atom in a close-packed surface, with the spring described above and nine frozen neighbours at a rough spacing of 2.6 Å. The neighbours repel argon through the ZBL potential. The distance grew by 0.3%, almost all of it due to the neighbours. They act at about 2.7 Å, where ZBL gives only about 0.7 eV per atom and a purely repulsive screened form is unreliable, so this figure indicates only the order of magnitude.
- **Thermal motion.** At 300 K the classical root-mean-square copper velocity along the line is $u=\sqrt{k_BT/M_2}=0.00403\,v_0$. It changes $E_c$ by a fraction $2u/v_0=0.8\%$, and hence $r_0$ by $0.8\%/3.395\approx0.24\%$ either way.
- **Electronic loss.** The Lindhard-Scharff model gives a stopping cross-section $S=55.2$ eV Å². The Oen-Robinson form assigns to this collision the loss $0.045\,S\,e^{-0.3r_0/a_F}/(\pi a_F^2)=8.8$ eV. If half is lost before the turning point, $r_0$ grows by 0.4%. The prefactor 0.045 makes the loss sum to $S$ only for straight paths. For the deflected paths at this energy the sum is about $0.48\,S$, and renormalising would raise the loss to about 18 eV and roughly double the shift.

Classical motion is adequate here: the reduced de Broglie wavelength before the collision, $\hbar/(\mu v_0)=5.3\times10^{-4}$ Å, is far below $r_0/s\approx0.22$ Å, the length over which $V$ changes appreciably. At the turning point the local wavelength grows, and the blur $\ell$ of that point is estimated by equating $\hbar^2/(2\mu\ell^2)$ to the rise $(sE_c/r_0)\,\ell$ of the potential. This gives $\ell\approx0.004$ Å, which is also far below $r_0/s$.

Among these estimates the choice of potential matters most. The ZBL answer is 0.73 Å. The three potentials give values from 0.73 to 0.81 Å, but this range does not bracket the real collision. Closed-shell Hartree-Fock for ArCu⁺ at 0.7323 Å, relative to Ar and Cu⁺, gives 276 eV in an uncontracted double-zeta basis and 258 eV in a triple-zeta one, against 307 eV for ZBL. This points to about 0.70 to 0.71 Å and is not yet converged in basis. The second digit is therefore uncertain for the real collision, and further digits describe only the root of the fitted formula.

## Values computed for the example and the checks

```
Atomic numbers Ar, Cu: 18, 29
Masses Ar, Cu: 39.948, 63.546 u
Laboratory energy E0: 500.0 eV
Coulomb constant e2: 14.39965 eV angstrom
Bohr radius: 0.529177 angstrom
ZBL amplitudes c: 0.1818 0.5099 0.2802 0.02817
ZBL decay constants b: 3.2 0.9423 0.4029 0.2016
Sum of ZBL amplitudes: 1.00007
Z1^0.23, Z2^0.23: 1.94407, 2.16946
ZBL screening length a: 0.113901 angstrom
Available energy E_c: 307.0033 eV
Centre-of-mass kinetic energy: 192.9967 eV
Reduced energy eps: 0.00465207
Newton table: n, x, phi, G, |G'|
  0  1.00000000  0.41644066  4.494e+00  1.698943
  1  3.64542814  0.09444680  1.717e+00  0.742306
  2  5.95882624  0.03572965  2.538e-01  0.551020
  3  6.41941714  0.03002247  5.306e-03  0.528522
  4  6.42945643  0.02991036  2.288e-06  0.528066
  5  6.42946076  0.02991031  4.250e-13  0.528066
  6  6.42946076  0.02991031  2.220e-16  0.528066
Terms of phi at root: 2.1101e-10 1.1921e-03 2.1012e-02 7.7066e-03
phi at root: 0.02991031; eps*x: 0.02991031
Closest approach r0: 0.732319 angstrom = 0.07323 nm
V(r0): 307.0033 eV
r0 from trajectory: 0.732319 angstrom
Trajectory minus root: -8.1e-12 angstrom
Shift, start at 6 instead of 12 angstrom: -6.1e-07 angstrom
Kinetic energy at closest approach (trajectory): 192.9967 eV
Final Cu recoil energy (trajectory): 474.0050 eV
Cu displacement at closest approach: 0.1245 angstrom
Clamped Cu, V = E0: 0.63134 angstrom
Unscreened Coulomb distance: 24.484 angstrom
Local steepness s: 3.39518; d ln r0/d ln E0: -0.29454
r0 with V raised by 10%: 0.75304 angstrom
Firsov screening length: 0.103528 angstrom
Moliere c; b: 0.35 0.55 0.1 ; 0.3 1.2 6.0
Kr-C c; b: 0.190945 0.473674 0.335381 ; 0.278544 0.637174 1.919249
r0 Moliere: 0.8132 angstrom (+11.04 %)
r0 Kr-C: 0.7459 angstrom (+1.86 %)
Rough Cu neighbour distance: 2.6 angstrom
Rough Debye temperature: 340 K
Spring constant: 7.83 eV/angstrom^2
Shift from solid: +0.0021 angstrom (+0.29 %)
Target temperature: 300 K
Thermal speed / Ar speed: 0.00403
Thermal shift: +/-0.0017 angstrom (0.24 %)
Ar speed: 0.02246 atomic units
Electronic stopping cross-section: 55.21 eV angstrom^2
Electronic loss in whole collision: 8.84 eV
Electronic shift: +0.0031 angstrom (+0.43 %)
Reduced de Broglie wavelength: 5.27e-04 angstrom
```
